# Space-charge-limited current from an inner cylinder in a trap-free medium

## The current law and its wide-gap limit

A coaxial sample treated with the planar space-charge law can give a current wrong by more than an order of magnitude. Take a wire of radius 20 nm inside a collector of radius 1000 nm. If the planar current density is multiplied by the area of the wire, the predicted current is about one forty-fifth of the cylindrical result derived below. If it is multiplied by the area of the collector, the prediction is about 12 percent too high. The planar law does not say which area to use.

A second error comes from using the simple wide-gap formula outside its range. That formula contains the collector radius but not the wire radius. At a radius ratio of 10, the full current is 1.39 times the wide-gap value. A mobility extracted from an ideal sample with the wide-gap formula would therefore be 39 percent too large, relative to the true mobility.

### Model and signs

The inner conductor has radius \(a\), the collector has inner radius \(b\), and the medium fills \(a<r<b\). The conductors are long compared with the gap, so fields and currents are radial and end effects are neglected. The permittivity \(\varepsilon\) is that of the medium, including its relative permittivity. One sign of carrier is injected at \(r=a\). There is no doping, no trapped charge and no recombination, and the mobility \(\mu\) is constant.

The carriers are taken as positive. The wire is at the higher potential,

\[
V=\phi(a)-\phi(b)=\int_a^b E\,dr>0,
\]

where \(E\) is the outward radial field. For electrons the charge density, the field, the voltage and the current all change sign, and the formulas below hold for their magnitudes.

Diffusion is neglected at first, so the current density is \(J=\rho\mu E\), where \(\rho\) is the mobile charge density. In a steady state no charge accumulates, so the same current crosses every coaxial surface. Per unit length,

\[
I=2\pi rJ=2\pi r\rho\mu E
\tag{1}
\]

does not depend on \(r\). Gauss's law in cylindrical symmetry is

\[
\frac1r\frac{d(rE)}{dr}=\frac{\rho}{\varepsilon}.
\tag{2}
\]

### Integrating for the field

The combination \(u=rE\), which has the unit of voltage, removes the geometric factor inside the derivative. Equation (2) becomes \(\rho=(\varepsilon/r)u'\), where the prime means \(d/dr\). Substituting this density and \(E=u/r\) into (1) gives

\[
I=2\pi r\mu\left(\frac{\varepsilon u'}r\right)\left(\frac ur\right)
=\frac{2\pi\varepsilon\mu\,uu'}r .
\]

Define

\[
K=\frac{I}{2\pi\varepsilon\mu}.
\]

This constant has the unit of a squared field. Multiplying the previous equation by \(r/(2\pi\varepsilon\mu)\) gives

\[
uu'=Kr,\qquad\text{or}\qquad \frac{d}{dr}\left(\frac{u^2}{2}\right)=Kr .
\tag{3}
\]

Integration from \(a\) to \(r\), followed by multiplication by two, yields

\[
u^2=a^2E_a^2+K(r^2-a^2),\qquad E_a=E(a).
\tag{4}
\]

The positive root applies, because an outward drift current of positive carriers needs an outward field.

### What the contact does

Equation (4) contains one unknown besides the current, the field at the contact. The voltage is

\[
V=\int_a^b\frac{\sqrt{a^2E_a^2+K(r^2-a^2)}}{r}\,dr .
\tag{5}
\]

For \(E_a\ge0\) and \(K>0\), the right side rises when \(K\) rises and when \(E_a\) rises. If \(V\) is held fixed, a larger contact field must be paid for by a smaller \(K\). The choice \(E_a=0\) therefore gives the largest current among the nonnegative contact fields. This is the space-charge limit.

The supply of carriers explains when that choice is appropriate. At the wire, (3) gives \(u'(a)=Ka/u(a)\), so the density there is

\[
\rho_c=\frac{\varepsilon u'(a)}a=\frac{\varepsilon K}{aE_a}.
\tag{6}
\]

A contact that can hold a very large density needs only a very small field to pass the current. In the ideal limit \(\rho_c\to\infty\), the field \(E_a\) tends to zero. A negative contact field lies outside the drift model, since drift would then return the carriers to the wire; it becomes possible when diffusion is included.

With \(E_a=0\), the field and the density are

\[
E(r)=\sqrt K\sqrt{1-\frac{a^2}{r^2}},\qquad
\rho(r)=\frac{\varepsilon\sqrt K}{\sqrt{r^2-a^2}} .
\tag{7}
\]

The density follows from \(u=\sqrt K\sqrt{r^2-a^2}\), whose derivative is \(u'=\sqrt K\,r/\sqrt{r^2-a^2}\), and from \(\rho=\varepsilon u'/r\). It diverges at the wire as the inverse square root of the distance. The divergence is integrable, so the total charge is finite, but the local density very near the contact is not to be trusted.

### The voltage integral

Inserting the field from (7) into the voltage gives

\[
V=\sqrt K\,D,\qquad D=\int_a^b\frac{\sqrt{r^2-a^2}}r\,dr .
\tag{8}
\]

To evaluate the length \(D\), set \(r=a\sec\theta\). Then \(\sqrt{r^2-a^2}=a\tan\theta\) and \(dr=a\sec\theta\tan\theta\,d\theta\). The lower limit is \(\theta=0\), and the upper limit satisfies \(\cos\theta_b=a/b\). Therefore

\[
D=\int_0^{\theta_b}\frac{a\tan\theta}{a\sec\theta}\,a\sec\theta\tan\theta\,d\theta
=a\int_0^{\theta_b}\tan^2\theta\,d\theta .
\]

Since \(\tan^2\theta=\sec^2\theta-1\), this is \(D=a(\tan\theta_b-\theta_b)\). With \(\tan\theta_b=\sqrt{b^2-a^2}/a\), it becomes

\[
D=\sqrt{b^2-a^2}-a\arccos\frac ab .
\tag{9}
\]

The angle is in radians. From \(K=V^2/D^2\) and \(I=2\pi\varepsilon\mu K\), the current per length is

\[
\boxed{I=\frac{2\pi\varepsilon\mu V^2}
{\left[\sqrt{b^2-a^2}-a\arccos(a/b)\right]^2}}
\tag{10}
\]

A numerical test integrated (3) outward from \(u(a)=0\), with \(Kb^2=400\ \mathrm{V^2}\), and accumulated the voltage along the way. For \(a/b=0.02\), \(0.3\) and \(0.9\), the voltage agreed with \(\sqrt K D\) to within one part in \(10^5\), relative to the formula.

### The wide-gap limit

Let \(\alpha=a/b\). For small \(\alpha\), the two functions in (9) have the expansions

\[
\sqrt{1-\alpha^2}=1-\frac{\alpha^2}{2}+O(\alpha^4),\qquad
\arccos\alpha=\frac\pi2-\alpha+O(\alpha^3).
\]

Multiplying the second by \(\alpha\) and subtracting it from the first gives

\[
\frac Db=1-\frac{\pi\alpha}{2}+\frac{\alpha^2}{2}+O(\alpha^4).
\tag{11}
\]

The quadratic term is the sum of \(-\alpha^2/2\) from the root and \(+\alpha^2\) from the inverse cosine. Write \(D/b=1-h\), with \(h=\pi\alpha/2-\alpha^2/2+O(\alpha^4)\), and use \((1-h)^{-2}=1+2h+3h^2+4h^3+\cdots\). To second order, \(2h=\pi\alpha-\alpha^2\) and \(3h^2=3\pi^2\alpha^2/4\). Hence

\[
I=\frac{2\pi\varepsilon\mu V^2}{b^2}
\left[1+\pi\frac ab+\left(\frac{3\pi^2}{4}-1\right)\frac{a^2}{b^2}
+O\!\left(\frac{a^3}{b^3}\right)\right].
\tag{12}
\]

As \(a/b\to0\), the bracket tends to one, and

\[
I\longrightarrow\frac{2\pi\varepsilon\mu V^2}{b^2}.
\tag{13}
\]

The approach is from above, because the integrand in (8) is less than one and so \(D<b-a<b\). It is also slow, because the leading correction is linear in \(a/b\) with the coefficient \(\pi\). The full current exceeds the limit by 3.2 percent at \(b/a=100\) and by 0.3 percent at \(b/a=1000\). An excess of one percent, relative to the limit, is reached at \(b/a\approx316\). The linear term alone would give \(100\pi\approx314\).

The second coefficient was tested by evaluating the integral in (8) numerically at \(\alpha=0.001\). Subtracting \(1+\pi\alpha\) from \(b^2/D^2\) and dividing by \(\alpha^2\) gave 6.413, while \(3\pi^2/4-1=6.402\). The difference comes from the cubic term. Its coefficient receives \(-3\pi/2\) from \(3h^2\) and \(\pi^3/2\) from \(4h^3\), a total of 10.8, which contributes 0.011 at this \(\alpha\).

### Why the wire radius drops out

Far from the wire, (7) gives a nearly uniform field \(\sqrt K\). In a planar gap a uniform field would mean no space charge. In a cylinder it requires \(\rho=\varepsilon E/r\), because the flux through a coaxial surface must grow with its circumference. The current density \(\rho\mu E\) then falls as \(1/r\), as continuity demands. A uniform field thus satisfies both laws, and its voltage over a wide gap is nearly \(\sqrt K\,b\).

The linear correction measures the voltage missing near the wire. In units of length, that deficit is

\[
b-D=a+\int_a^b\left[1-\sqrt{1-\frac{a^2}{r^2}}\right]dr .
\]

The first term is the conducting core, which carries no voltage. By (11), the whole deficit tends to \(\pi a/2\), so the integral tends to \((\pi/2-1)a\). This second part is the region where the field is still rising from zero. Replacing \(b\) by \(b-a\) in (13) corrects for the core alone and leaves a linear error. Replacing it by \(b-\pi a/2\) removes the linear error and leaves a current too large by about \(a^2/b^2\), relative to the full result.

### When the contact spoils the limit

The inequality \(\sqrt{x+y}\le\sqrt x+\sqrt y\), applied to (5), gives

\[
\sqrt K\,D\le V\le\sqrt K\,D+aE_a\ln\frac ba .
\tag{14}
\]

If \(E_a\) stays fixed while \(a\to0\), the last term vanishes, since \(a\ln(b/a)\to0\). The limit (13) then survives a nonzero contact field.

The outcome differs if the contact density \(\rho_c\) stays fixed. Equation (6) then gives \(aE_a=\varepsilon K/\rho_c\), which does not shrink with \(a\). The integrand in (5) is at least \(aE_a/r\), so \(V\ge(\varepsilon K/\rho_c)\ln(b/a)\), or

\[
I\le\frac{2\pi\mu\rho_cV}{\ln(b/a)} .
\tag{15}
\]

At fixed \(V\), \(b\) and \(\rho_c\), this bound tends to zero as the wire is made thinner. The drift model therefore reaches (13) if the contact density is large enough that \((\varepsilon K/\rho_c)\ln(b/a)\ll V\). A small radius ratio \(a/b\) is not sufficient by itself.

## Evaluation, example and neglected effects

The second half uses the following results. The wire radius is \(a\), the collector radius \(b\), the voltage \(V\), the permittivity \(\varepsilon\), the mobility \(\mu\) and the current per length \(I\). With \(u=rE\) and \(K=I/(2\pi\varepsilon\mu)\), the ideal contact gives \(u=\sqrt K\sqrt{r^2-a^2}\), and

\[
I=\frac{2\pi\varepsilon\mu V^2}{D^2},\qquad
D=\sqrt{b^2-a^2}-a\arccos\frac ab,\qquad V=\sqrt K D.
\]

For \(b\gg a\), \(D\) tends to \(b\).

### Stored charge and transit time

The charge per length in the medium is

\[
Q=\int_a^b2\pi r\rho\,dr=2\pi\varepsilon\int_a^bu'\,dr
=2\pi\varepsilon\sqrt K\sqrt{b^2-a^2},
\]

because \(u(a)=0\). A carrier moves at the speed \(\mu E\), so its transit time is

\[
\tau=\int_a^b\frac{dr}{\mu E}
=\frac1{\mu\sqrt K}\int_a^b\frac{r\,dr}{\sqrt{r^2-a^2}}
=\frac{\sqrt{b^2-a^2}}{\mu\sqrt K}.
\]

Their ratio is \(Q/\tau=2\pi\varepsilon\mu K=I\). In the wide-gap limit \(\sqrt K\to V/b\), so \(Q\to2\pi\varepsilon V\) and \(\tau\to b^2/(\mu V)\). One factor of \(V\) in the current comes from the amount of charge and the other from its speed.

### Stable evaluation and the planar limit

For a thin gap, \(D\) is a small difference of two larger numbers. It is better to compute the gap \(d=b-a\) first and use

\[
t=\frac{\sqrt{d(b+a)}}a,\qquad D=a(t-\arctan t).
\]

This is the same formula, since \(t=\tan\theta_b\). For small \(t\), the remaining cancellation is removed by the series

\[
D=a\left(\frac{t^3}{3}-\frac{t^5}{5}+\frac{t^7}{7}-\cdots\right).
\]

The series also gives the planar limit. Let \(\delta=d/a\ll1\). Then \(t^2=2\delta+\delta^2=2\delta(1+\delta/2)\), and to first relative order

\[
D=\frac{a(2\delta)^{3/2}}3
\left(1+\frac{3\delta}{4}-\frac{6\delta}{5}\right)
=\frac{a(2\delta)^{3/2}}3\left(1-\frac{9\delta}{20}\right).
\]

The first correction comes from \(t^3\), the second from \(-3t^2/5\). Squaring the leading part gives \(8d^3/(9a)\), and therefore

\[
\frac{I}{2\pi a}=\frac98\,\frac{\varepsilon\mu V^2}{d^3}
\left[1+\frac{9d}{10a}+O\!\left(\frac{d^2}{a^2}\right)\right].
\]

The leading term is the planar Mott–Gurney law. At \(d/a=0.001\), numerical integration for \(D\) gave 1.0009 for the ratio of the cylindrical current to the planar one, as the correction predicts.

For error estimates, differentiation of \(D\) gives

\[
\frac{\partial D}{\partial a}=-\arccos\frac ab,\qquad
\frac{\partial D}{\partial b}=\frac{\sqrt{b^2-a^2}}b .
\]

In the first derivative, the terms \(-a/\sqrt{b^2-a^2}\) and \(+a/\sqrt{b^2-a^2}\) cancel. Since \(I\propto D^{-2}\), a small error \(\Delta D\) changes the current by \(-2\Delta D/D\), relative to its value.

### Injection from the outer cylinder

The limit belongs to injection at the inner surface. If positive carriers enter at \(b\), let \(F\) be the inward field and \(w=rF\). Gauss's law gives \(\rho=-\varepsilon w'/r\), and the inward current gives \(ww'=-Kr\). With \(w(b)=0\), integration yields \(w=\sqrt K\sqrt{b^2-r^2}\). The voltage, now \(\phi(b)-\phi(a)\), is \(\sqrt K\,D_{\rm out}\), with

\[
D_{\rm out}=\int_a^b\frac{\sqrt{b^2-r^2}}r\,dr .
\]

Set \(r=b/\cosh y\). The integrand becomes \(b\tanh^2y\,dy\) after the limits are put in rising order, and \(\tanh^2y=1-\operatorname{sech}^2y\). Hence

\[
D_{\rm out}=b\,\operatorname{arccosh}\frac ba-\sqrt{b^2-a^2}.
\]

For \(b\gg a\), this is approximately \(b[\ln(2b/a)-1]\). The field \(w/r\) crowds near the wire, so more voltage is needed for the same current. At \(b/a=50\) and equal voltage, mobility and contact quality, the current is 0.072 times that for inner injection.

### Worked example

The example has \(a=20\) nm, \(b=1000\) nm, relative permittivity 3, \(\mu=10^{-4}\ \mathrm{cm^2/Vs}\), \(V=20\) V and a temperature of 300 K. The effective length is

\[
D=999.80-20\arccos(0.02)=968.78\ \mathrm{nm}.
\]

With \(\varepsilon=2.656\times10^{-11}\) F/m and \(\mu=10^{-8}\ \mathrm{m^2/Vs}\),

\[
I=\frac{2\pi(2.656\times10^{-11})(10^{-8})(20)^2}
{(968.78\times10^{-9})^2}
=7.11\times10^{-4}\ \mathrm{A/m}.
\]

This is 0.711 nA/µm. The wide-gap formula gives 0.668 nA/µm, so the full result is 6.5 percent higher, relative to the limit. The expansion through second order gives the same excess to this precision.

The stored charge is 3.44 fC/µm and the transit time is 4.84 µs; their ratio reproduces the current. The field is largest at the collector, where it is 0.206 MV/cm. The carrier density there is \(3.4\times10^{15}\ \mathrm{cm^{-3}}\). At the wire, the contact must supply 0.57 A/cm².

A contact field can be imposed to show its effect. With \(E_a=0.25\) MV/cm and \(V\) held at 20 V, the current falls by 3.2 percent. This field exceeds the collector field of the ideal case, yet it acts over a small part of the gap.

### Diffusion and contact density

Let \(V_T=k_BT/q\), where \(q\) is the elementary charge. For nondegenerate carriers obeying the Einstein relation, \(J=\mu(\rho E-V_T\rho')\). From \(\rho=\varepsilon u'/r\) follows \(\rho'=\varepsilon(u''/r-u'/r^2)\). Multiplying \(rJ=I/(2\pi)\) by \(r/(\varepsilon\mu)\) gives

\[
Kr=uu'-V_T(ru''-u').
\]

Since \(ru''-u'=(ru')'-2u'\), one integration yields

\[
V_Tru'=\frac{u^2}{2}+2V_Tu-\frac{Kr^2}{2}-C .
\]

The constant \(C\) is fixed by the contact density through \(ru'=r^2\rho/\varepsilon\) at \(r=a\). For \(u>0\), a small error in \(u\) grows outward, so the equation should be integrated inward. A suitable start at the collector uses \(ru'\approx u\), which holds where the field is nearly uniform:

\[
u(b)=-V_T+\sqrt{V_T^2+Kb^2+2C}.
\]

This choice omits the thin diffusion layer at the collector.

The applied voltage is the drop in quasi-Fermi potential. Dividing \(J\) by \(\mu\rho\) and integrating gives

\[
V_{\rm app}=\int_a^bE\,dr+V_T\ln\frac{\rho(a)}{\rho(b)} .
\]

At 300 K, \(V_T=25.9\) mV. With a contact density of \(10^{19}\ \mathrm{cm^{-3}}\), the current of the ideal example needs 19.82 V instead of 20 V, a change of 0.9 percent. With \(10^{17}\ \mathrm{cm^{-3}}\), it needs 20.60 V, or 3.0 percent more. These values leave out the diffusion layer at the collector, and that layer is not negligible on this scale. If the collector holds the same carrier density as the wire contact, the two voltages become about 19.65 V and 20.51 V. At the better contact, the layer thus shifts the voltage about as much as the rest of the diffusion correction does. The sign of the shift depends on the collector: if it holds only \(10^{13}\ \mathrm{cm^{-3}}\), the better contact needs about 19.97 V. When \(V_T\) was reduced tenfold at the higher contact density, again without the collector layer, the voltage became 19.96 V. It moves toward the drift result, though not in proportion to \(V_T\).

The density scale that separates the two contacts is \(\varepsilon\sqrt K/(qa)\), at which the drift model gives \(E_a=\sqrt K\). Here it is about \(1.7\times10^{17}\ \mathrm{cm^{-3}}\). The better contact lies well above this value and the poorer one slightly below it.

### Mobility, traps and other limits

Among the departures from the ideal model computed here for injection at the wire, a field-dependent mobility has the largest effect. For \(\mu(E)=\mu_0\exp(\gamma\sqrt E)\), the field equation becomes \(uu'=Kr\exp(-\gamma\sqrt E)\), with \(K\) defined through \(\mu_0\). Taking \(\gamma=10^{-3}\ \mathrm{(cm/V)^{1/2}}\) and holding \(V\) and \(\mu_0\) fixed raises the current by 57 percent. The exponential at the collector field of the ideal case is \(\exp(0.454)\approx1.57\), which accounts for the size of the change.

Filled deep traps add an immobile charge density \(\rho_t\). The mobile density is then \(\varepsilon u'/r-\rho_t\), and continuity gives

\[
uu'=Kr+\frac{\rho_t}{\varepsilon}ru .
\]

For \(10^{15}\) filled traps per cm³ and fixed \(V\), the current falls by 10 percent. Partly filled traps can matter more. If a constant fraction \(\Theta\) of the injected charge is free, the drift current contains \(\Theta\rho_{\rm tot}\) while Gauss's law contains \(\rho_{\rm tot}\). The derivation then holds with \(\mu\) replaced by \(\Theta\mu\), and the current falls by the factor \(\Theta\).

A uniform background of \(10^{14}\) holes per cm³ would carry the ohmic current \(2\pi q p_0\mu V/\ln(b/a)\), where \(p_0\) is that density. This is 0.7 percent of the space-charge current at 20 V. The ratio varies as \(1/V\), so background conduction gains weight at low voltage. It is not the full change in current. If fixed negative charge neutralizes the background holes, that charge also offsets part of the injected space charge, and the current at 20 V rises by about 1.0 percent.

Heating is small here. If all the power were released at the wire and the collector were held at a fixed temperature, the steady rise would be \(IV\ln(b/a)/(2\pi k)\), with \(k\) the thermal conductivity. For \(k=0.2\) W/(m K), this upper bound is 0.04 K. The collector field of the ideal drift model is about one fifth of a rough breakdown field of 1 MV/cm. The thin layers at dense contacts carry larger fields: with diffusion and \(10^{19}\ \mathrm{cm^{-3}}\), the field at the wire is reversed and reaches about 0.54 MV/cm in magnitude, and a collector of the same density has about 0.6 MV/cm.

### Relation to real films

The permittivity and mobility are rough values for amorphous arylamine hole-transport films, as used in organic light-emitting diodes. The geometry is not typical of those devices, which are planar and have layers much thinner than the 980 nm gap used here. The trap, background and contact densities, the field coefficient, the thermal conductivity and the breakdown field are likewise rough inputs, not properties computed for a particular film. Real films break the assumption of constant mobility, and with the stated coefficient this moves the current by 57 percent, far more than the 6.5 percent separating the full formula from its limit. A mobility extracted with the constant-mobility formula would then be an effective value at the operating field, not \(\mu_0\). The dependence of mobility on carrier density and departures from the Einstein relation near the contact were not computed. The remaining values are in the numerical output.

## Numbers as computed

```
inner radius a = 20 nm
outer radius b = 1000 nm
relative permittivity = 3.0
mobility = 1.0e-04 cm2/Vs
voltage = 20.0 V
temperature = 300 K
effective gap length D = 968.78 nm
current per length, full formula = 0.7113 nA/um
current per length, full formula = 7.1130e-04 A/m
current per length, wide-gap limit = 0.6676 nA/um
full / limit = 1.06548
first-order estimate 1 + pi a/b = 1.06283
second-order estimate = 1.06539
full / limit at b/a = 10: 1.39087
full / limit at b/a = 100: 1.03207
full / limit at b/a = 1000: 1.00315
b/a for 1 percent excess = 316.2
second coefficient from quadrature = 6.413
planar-law ratio at gap/a = 0.001: 1.00090
field at collector = 0.2064 MV/cm
hole density at collector = 3.423e+15 cm^-3
current density at wire = 0.5660 A/cm2
charge per length = 3.4448 fC/um
transit time = 4.8430 us
outer-injection / inner-injection current = 0.0722
test contact field = 0.250 MV/cm
current factor with that field = 0.9676
mobility field coefficient (rough) = 1.0e-03 (cm/V)^0.5
current factor, field-dependent mobility = 1.5664
filled deep-trap density (rough) = 1.0e+15 cm^-3
current factor, filled traps = 0.9008
thermal voltage = 25.85 mV
good contact density (rough) = 1.0e+19 cm^-3
voltage for same current, good contact = 19.824 V
poor contact density = 1.0e+17 cm^-3
voltage for same current, poor contact = 20.597 V
same, good contact, thermal voltage / 10 = 19.959 V
background hole density (rough) = 1.0e+14 cm^-3
ohmic / space-charge current = 0.00724
thermal conductivity (rough) = 0.2 W/(m K)
upper bound on steady heating = 0.0443 K
breakdown field (rough) = 1.0 MV/cm
collector field / breakdown field = 0.206
```
